\section*{Fourth-order commutator-free Magnus propagator with an extrapolated Kohn-Sham potential}

\section{Form of the propagator}

Write $i\,\dot\psi=H(t)\psi$ (Hartree atomic units, $H$ a finite Hermitian matrix, as on a grid) as $\dot U=A(t)U$ with $A=-iH$. Expand about the midpoint $t_m$ of a step of length $h$: $A(t_m+s)=\sum_k a_k s^k$. The matrix $a_k$ has dimension (time)$^{-(k+1)}$, and $\Omega=\log U(t_m+h/2,t_m-h/2)$ is dimensionless. A product $a_{k_1}\cdots a_{k_n}$ therefore enters $\Omega$ with the power $h^g$, where $g=\sum_i(k_i+1)$ is its grade. Replacing $h$ by $-h$ at fixed $t_m$ exchanges the end points and inverts $U$, so $\Omega(-h)=-\Omega(h)$ and the even grades vanish. For local error $O(h^5)$ it suffices to find grades 1 and 3. If $H$ is $C^4$ and not analytic, $A$ is cut after $a_3$, and the $O(h^4)$ remainder changes $U$ by at most the time integral of its norm, which is $O(h^5)$; \eqref{duh} is the same bound for constant matrices.

The Dyson series is $U=1+D_1+D_2+\dots$, with $D_1=\int A$ and $D_2=\int\!\!\int_{s_2<s_1}A(s_1)A(s_2)$, later times on the left, and $\log U=D_1+(D_2-\tfrac12D_1^2)+\dots$ Splitting the square in $D_1^2$ into the triangles $s_2<s_1$ and $s_1<s_2$ gives $D_2-\tfrac12D_1^2=\tfrac12\int\!\!\int_{s_2<s_1}[A(s_1),A(s_2)]$. Its $[a_0,a_k]$ part has the integrand $s_2^k-s_1^k$. Doing the free integral first, $s_2^k$ gets the length $h/2-s_2$ and $s_1^k$ the length $s_1+h/2$, so
\begin{equation}
\tfrac12\int\!\!\int_{s_2<s_1}(s_2^k-s_1^k)=-\int_{-h/2}^{h/2}s^{k+1}ds ,\label{tri}
\end{equation}
which is $-h^3/12$ for $k=1$. Terms cubic in $A$ reach grade 3 through $a_0^3$ alone, whose coefficient is zero because $\Omega=ha_0$ for constant $A$. With $D_1=ha_0+h^3a_2/12+O(h^5)$,
\begin{equation}
\Omega=ha_0+\tfrac{h^3}{12}\big(a_2-[a_0,a_1]\big)+O(h^5).\label{omega}
\end{equation}
On a grid $[T,\dot v]$ is awkward to exponentiate. A product of two exponentials generates the commutator without forming it.

\section{Order conditions}

Take $e^{X_2}e^{X_1}$, with $X_1$ acting first and
\begin{equation}
X_i=x_iha_0+y_ih^2a_1+z_ih^3a_2+w_ih^4a_3+O(h^5).
\end{equation}
With $Z=e^Ye^X-1$ and $\log(1+Z)=Z-Z^2/2+Z^3/3-\dots$, the quadratic part is $YX-\tfrac12(XY+YX)=\tfrac12[Y,X]$. In the cubic part the word $YYX$ has coefficient $\tfrac12-\tfrac34+\tfrac13=\tfrac1{12}$, $YXY$ has $0-\tfrac12+\tfrac13=-\tfrac16$ and $XYY$ has $0-\tfrac14+\tfrac13=\tfrac1{12}$, which is $\tfrac1{12}[Y,[Y,X]]$. Reversing each word and exchanging $X$ and $Y$ maps $e^Ye^X$ to itself and supplies $\tfrac1{12}[X,[X,Y]]$. The quartic part reaches grade 4 through $a_0^4$ alone, which vanishes as above. With $C=[X_2,X_1]$,
\begin{equation}
\log e^{X_2}e^{X_1}=X_1+X_2+\tfrac12C+\tfrac1{12}[X_2-X_1,C]+O(h^5),
\end{equation}
\begin{equation}
C=(x_2y_1-y_2x_1)h^3[a_0,a_1]+(x_2z_1-z_2x_1)h^4[a_0,a_2]+O(h^5).
\end{equation}
The $a_k$ are arbitrary matrices, so each term must match \eqref{omega} separately:
\begin{align}
&x_1+x_2=1,\quad y_1+y_2=0,\quad z_1+z_2=\tfrac1{12},\quad w_1+w_2=0,\\
&\tfrac12(x_2y_1-y_2x_1)=-\tfrac1{12},\quad x_2z_1=z_2x_1,\quad (x_2-x_1)(x_2y_1-y_2x_1)=0 .
\end{align}
The last condition is the coefficient of $[a_0,[a_0,a_1]]$. Inserting $y_2=-y_1$ gives $\tfrac12y_1(x_1+x_2)=-\tfrac1{12}$, so $y_1=-\tfrac16$ and $y_2=\tfrac16$. The second bracket in the last condition is then nonzero, which forces $x_1=x_2=\tfrac12$, and hence $z_1=z_2=\tfrac1{24}$. The value of $w_1=-w_2$ stays free.

Now build both exponents from $A_k=A(t_m+\sigma_kh)$ at two shared nodes $\sigma_1<\sigma_2$: $X_1=h(\alpha_1A_1+\alpha_2A_2)$, $X_2=h(\beta_1A_1+\beta_2A_2)$. Then $x_1,y_1,z_1,w_1$ are the moments $\sum_k\alpha_k\sigma_k^p$ for $p=0,\dots,3$, and likewise for $\beta$. The sums $\gamma_k=\alpha_k+\beta_k$ have moments $1,0,\tfrac1{12},0$. The first two give $\gamma_1=\sigma_2/(\sigma_2-\sigma_1)$ and $\gamma_2=-\sigma_1/(\sigma_2-\sigma_1)$. The second moment becomes $\sigma_1\sigma_2(\sigma_1-\sigma_2)/(\sigma_2-\sigma_1)=-\sigma_1\sigma_2=\tfrac1{12}$, and the third becomes $-\sigma_1\sigma_2(\sigma_1+\sigma_2)=0$. Thus $\sigma_{1,2}=\mp\sigma$ with $\sigma=\sqrt3/6$, the Gauss--Legendre nodes, and $\gamma_k=\tfrac12$. Next, $\alpha_1+\alpha_2=\tfrac12$ and $-\sigma(\alpha_1-\alpha_2)=-\tfrac16$ give $\alpha_1-\alpha_2=\sqrt3/3$, and $\beta_k=\tfrac12-\alpha_k$ gives $\beta_1=\alpha_2$, $\beta_2=\alpha_1$. The remaining condition holds by itself: $z_1=\sigma^2/2=\tfrac1{24}$. Within this ansatz the solution is unique:
\begin{equation}
U_4=e^{-ih(\alpha_2H_1+\alpha_1H_2)}\,e^{-ih(\alpha_1H_1+\alpha_2H_2)},\qquad \alpha_{1,2}=\tfrac14\pm\tfrac{\sqrt3}6,\label{cfm}
\end{equation}
with $H_k=H(t_n+c_kh)$, $c_{1,2}=\tfrac12\mp\tfrac{\sqrt3}6=0.2113249,\ 0.7886751$ and $\alpha_{1,2}=0.5386751,\ -0.0386751$. The factor that acts first leans on the earlier node. Exchanging the factors reverses $C$, leaves a defect $+\tfrac16h^3[a_0,a_1]$ and lowers the global order to 2. For constant $H$ both factors are $e^{-ihH/2}$ and the step is exact. If $H(t)$ commutes with itself at all times, \eqref{cfm} is the two-point Gauss rule for the phase.

The leading defect is
\begin{align}
\log U_4-\Omega=h^5\Big(&-\tfrac{a_4}{180}+\tfrac{[a_0,a_3]}{180}+\tfrac{[a_1,a_2]}{360}-\tfrac{[a_0,[a_0,a_2]]}{360}\nonumber\\
&-\tfrac{[a_1,[a_0,a_1]]}{2160}+\tfrac{[a_0,[a_0,[a_0,a_1]]]}{2880}\Big)+O(h^7).\label{defect}
\end{align}
The $a_4$ coefficient is $\sigma^4-\tfrac1{80}=\tfrac1{144}-\tfrac1{80}$. For $[a_0,a_3]$, $w_1=\sigma^2y_1=-\tfrac1{72}$, so the product gives $\tfrac12(x_2w_1-w_2x_1)=-\tfrac1{144}$, against $-\tfrac1{80}$ from \eqref{tri}. The other four come from expanding both sides in the sixteen words of grade 5 in rational arithmetic. Grade 6 is absent because $h\to-h$ exchanges $H_1$ and $H_2$ and inverts $U_4$.

For $H=T+v(t)$ with local $v$, $\alpha_1+\alpha_2=\tfrac12$ turns the first factor into $\exp[-i\tfrac h2(T+2\alpha_1v_1+2\alpha_2v_2)]$, a forward half step in the potential $1.0773503\,v_1-0.0773503\,v_2$. The negative weight does not touch the kinetic energy, and the factor is unitary for any real potential. A Taylor polynomial of degree $m$ in place of the exponential omits terms that begin with $(-ihH/2)^{m+1}/(m+1)!$ in each factor, so the order is $\min(4,m)$ and unitarity is lost. For a $4\times4$ matrix $H_a+H_b\sin t+H_c\cos2t$ with random Hermitian parts, propagated to $t=2$ with $h=0.05$ and $0.025$ and compared with an adaptive Runge--Kutta solution, the orders $\log_2(e_h/e_{h/2})$ are 4.00 for \eqref{cfm}, 2.00 with exchanged factors, 4.00 for $m=4$ and 3.00 for $m=3$.

\section{Extrapolating the Kohn--Sham potential}

Let $H=T+v_{\rm ext}(t)+V[\psi(t)]$, with $V$ the local Hartree-exchange-correlation potential of an adiabatic functional and $\psi$ the occupied orbitals stacked into one vector. The external part is known at the nodes and $V$ is not. Assume $\|V[\psi]-V[\phi]\|_\infty\le L\|\psi-\phi\|$ for normalised orbitals, and $V(t)\equiv V[\psi(t)]\in C^4$ along the solution. For a Hartree-type $V_i=\sum_jw_{ij}|c_j|^2$ of one normalised orbital $c$, the Cauchy--Schwarz inequality gives $|V_i-V_i'|\le w_{\max}\sum_j|c_j-c_j'|(|c_j|+|c_j'|)\le2w_{\max}\|c-c'\|$. The LDA exchange potential $\propto n^{1/3}$ has unbounded slope as $n\to0$, so the proof below does not cover it where the density vanishes.

For Hermitian $G$ and $D$, $\frac{d}{d\tau}\,e^{-i(h-\tau)G}e^{-i\tau(G+D)}=-i\,e^{-i(h-\tau)G}De^{-i\tau(G+D)}$. Integrating over $(0,h)$ and using unitarity,
\begin{equation}
\|e^{-ih(G+D)}-e^{-ihG}\|\le h\|D\| ,\label{duh}
\end{equation}
with no dependence on $\|G\|$. Errors $\delta_k$ in the potential at the nodes give $D=\alpha_1\delta_1+\alpha_2\delta_2$ in one factor and $\alpha_2\delta_1+\alpha_1\delta_2$ in the other. For unitary factors $\|\tilde P\tilde Q-PQ\|\le\|\tilde P-P\|+\|\tilde Q-Q\|$, so one step changes by at most $h\mu(\|\delta_1\|+\|\delta_2\|)$, with $\mu=|\alpha_1|+|\alpha_2|=\sqrt3/3$. Local error $O(h^5)$ asks for $\delta_k=O(h^4)$, which a cubic through the stored $V_n,\dots,V_{n-3}$ provides: $\tilde V(\theta)=\sum_{j=0}^3\ell_j(\theta)V_{n-j}$ at $t_n+\theta h$, with
\begin{align}
\ell_0&=\tfrac16(\theta+1)(\theta+2)(\theta+3), &\ell_1&=-\tfrac12\theta(\theta+2)(\theta+3),\nonumber\\
\ell_2&=\tfrac12\theta(\theta+1)(\theta+3), &\ell_3&=-\tfrac16\theta(\theta+1)(\theta+2).
\end{align}
The weights are $(1.433660,-0.750339,0.411022,-0.094344)$ at $c_1$ and $(3.149673,-4.166328,2.672311,-0.655656)$ at $c_2$. For exact data the Lagrange remainder at each grid point is
\begin{equation}
V(t_n+\theta h)-\tilde V(\theta)=r(\theta)h^4V^{(4)}(\xi),\qquad r=\tfrac1{24}\theta(\theta+1)(\theta+2)(\theta+3),
\end{equation}
with $\xi\in[t_{n-3},t_n+\theta h]$, $r(c_1)=0.0757$, $r(c_2)=0.6210$ and mean $0.3484$. To first order in $h\delta$ the two factors add, and a step multiplies $\psi$ by $1-ih(\delta_1+\delta_2)/2$, so the node averages $b_j=\tfrac12[\ell_j(c_1)+\ell_j(c_2)]$ govern the leading error. The Gauss rule integrates cubics without error, so $b_j=\int_0^1\ell_j$. For instance $\int_0^1\ell_0=\tfrac16(\tfrac14+2+\tfrac{11}2+6)=\tfrac{55}{24}$, and $b=(55,-59,37,-9)/24$, the Adams--Bashforth weights.

The stored potentials come from the numerical orbitals, so errors feed back. Let $e_n=\|\psi_n-\psi(t_n)\|$, let $U$ and $U_4$ be the exact and the fourth-order step for the given matrix function $H[\psi(t)]$, and let $\tilde U_4$ be the step actually taken. Then
\begin{equation}
\psi_{n+1}-\psi(t_{n+1})=\tilde U_4[\psi_n-\psi(t_n)]+(\tilde U_4-U_4)\psi(t_n)+(U_4-U)\psi(t_n).
\end{equation}
The first term has norm $e_n$ and the third is $O(h^5)$. For a polynomial of degree $q$, $\|\delta_k\|\le\Lambda_kL\max_je_{n-j}+O(h^{q+1})$ with $\Lambda_k=\sum_j|\ell_j(c_k)|$. With $E_n=\max_{m\le n}e_m$,
\begin{equation}
E_{n+1}\le(1+hK)E_n+Bh^{p+1},\quad K=\sqrt N\,\mu(\Lambda_1+\Lambda_2)L,\quad p=\min(4,q+1),
\end{equation}
where $N$ is the number of orbitals, since the stacked vector $\psi(t_n)$ has norm $\sqrt N$, and $B$ depends on $H$ and its time derivatives along the solution, including their commutators. Adding $Bh^p/K$ to both sides makes the recursion geometric, and $1+hK\le e^{hK}$ gives
\begin{equation}
E_n\le e^{K(t_n-t_3)}\big(E_3+Bh^p/K\big).\label{gron}
\end{equation}
The order is at least $p$ if the start delivers $E_3=O(h^p)$. For $q=3$, $\Lambda_1=2.689$ and $\Lambda_2=10.644$; the sum is $2\sum_j|b_j|=40/3$ because each $\ell_j$ has one sign on $(0,1)$. For $q\le3$ the remainder polynomial $\theta(\theta+1)\cdots(\theta+q)$ is positive at both nodes, so the $h^{q+1}$ term does not cancel in the node average.

\section{The first three steps}

The start may use potentials good to $O(h^3)$, since three steps multiply that error by $3h$. A ground state suggests the frozen history $V_{-1}=V_{-2}=V_{-3}=V_0$. Continue the $t>0$ solution smoothly to $t<0$. The frozen values differ from it by $-\sum_mV^{(m)}t^m/m!$, with derivatives taken at $0^+$, and steps $n=0,1,2$ read such values whenever $n-j<0$. The accumulated factor is $1-i\sum_mS_mh^{m+1}V^{(m)}$ at leading order, with $S_m=-\sum_{n<j}b_j(n-j)^m/m!$. Step by step,
\begin{align}
24S_1&=(-59+74-27)+(37-18)+(-9)=-12+19-9=-2,\\
-48S_2&=(-59+148-81)+(37-36)+(-9)=8+1-9=0 .
\end{align}
An impulsive kick $\psi_0=e^{i\kappa x}\psi_{\rm gs}$ leaves the density unchanged but starts a current, so $V'(0^+)\ne0$. With $S_1=-\tfrac1{12}$ the run behaves as if started from $\exp(+ih^2V'/12)\psi_0$, and the global order is 2. A field switched on suddenly on a real ground state has $\dot n\propto{\rm Re}(\psi^*\dot\psi)=0$, since $\dot\psi=-iH\psi$ is imaginary. Then $V'=0$, the $h^3$ term is removed by $S_2=0$, and order 4 survives.

For the kick the $h^3$ correction vanishes as well. The error acts at times $t=O(h)$ and not at $t=0$; this adds, at order $h^3$, a fixed linear map of $V'$ times the first time moment of the error. Write $\delta=hV'g_n(\theta)$. Then $g_0=-\theta$, $g_1=\ell_2+2\ell_3=\tfrac16(\theta^3+6\theta^2+5\theta)$ and $g_2=\ell_3$. The two factors act on average at $\theta=\tfrac14$ and $\tfrac34$, which gives a moment about the midpoint of $\tfrac14(\alpha_1-\alpha_2)(\delta_2-\delta_1)=\tfrac12\sigma(\delta_2-\delta_1)$, the Gauss value. The Gauss rule returns $\tfrac15-\tfrac1{180}=\tfrac7{36}$ for $\theta^4$. The node averages of $(n+\theta)g_n$ are $-\tfrac13=-\tfrac{72}{216}$, $\tfrac{19}{24}+\tfrac16(\tfrac7{36}+\tfrac32+\tfrac53)=\tfrac{292}{216}$ and $-\tfrac{18}{24}-\tfrac16(\tfrac7{36}+\tfrac34+\tfrac23)=-\tfrac{220}{216}$, and they sum to zero. What remains after the phase is removed is $O(h^4)$.

The cure is a block start. Guess $V_1=V_2=V_3=V_0$, interpolate a cubic through $V_0,\dots,V_3$, take three steps, rebuild $V_1,V_2,V_3$ and repeat. If a sweep uses $\delta=O(h^p)$, the orbitals are wrong by $O(h^{p+1})$. For diagonal $D$, $e^{-i\frac h2(H+D)}=e^{-i\frac h2D}e^{-i\frac h2H}+O(h^2\|D\|)$, and moving such a phase to the left through a later factor costs a commutator of the same size. The computed orbital is therefore a diagonal phase times the true one, up to $O(h^{p+2})$. The phase drops out of $|c_j|^2$, so the rebuilt $V$ is good to $O(h^{p+2})$. The first sweep has $\delta=-V't$, $p=1$, and a phase error $\int_0^{3h}V't\,dt=\tfrac92h^2V'$, which is 54 times the frozen-history phase. The second sweep has $p=3$ and gives $E_3=O(h^4)$. If $\delta$ is not diagonal in the representation in which the density is formed (a non-local exchange operator, or an atomic basis), the bound \eqref{duh} alone gives one order per sweep, and three sweeps are needed to guarantee $E_3=O(h^4)$.

\section{Algorithm, cost and stability}

\begin{verbatim}
step(psi, t, Va, Vb):
  v1 = vext(t + c1 h) + Va;  v2 = vext(t + c2 h) + Vb
  psi = exp(-i h/2 (T + 2 al1 v1 + 2 al2 v2)) psi
  psi = exp(-i h/2 (T + 2 al2 v1 + 2 al1 v2)) psi
start: V0 = V[psi0];  V1 = V2 = V3 = V0
  twice:
    P = cubic through V0..V3 at times 0, h, 2h, 3h
    psi = psi0
    for n = 0,1,2:
      psi = step(psi, n h, P((n+c1)h), P((n+c2)h))
      Vnew(n+1) = V[psi]
    V1..V3 = Vnew
for n = 3, 4, ...:
  Va = sum_j l_j(c1) V(n-j);  Vb = sum_j l_j(c2) V(n-j)
  psi = step(psi, n h, Va, Vb);  V(n+1) = V[psi]
\end{verbatim}
A step costs two exponentials per orbital (eight applications of $H$ with degree-4 Taylor polynomials) and one build of $V$, and four potentials are stored. The start adds three extra steps. The Taylor variant has a stability limit: for an eigenvalue $E$ of the matrix in the exponent and $y=h|E|/2$, the degree-4 polynomial has squared modulus $1-y^6/72+y^8/576$, which exceeds 1 for $y>2\sqrt2$.

With unitary exponentials the norm and the orbital overlaps are conserved for any $h$. This bounds the orbitals but does not by itself control the error fed back through $V$, for which \eqref{gron} is the guarantee at small $h$; no step-size threshold is derived here. Noise of size $\eta$ in the stored potentials, as from a loosely converged Poisson solve, changes each normalised orbital by at most $h\mu(\Lambda_1+\Lambda_2)\eta=7.7\,h\eta$ per step. An error that is the same in all four stored potentials passes with unit gain, because $\sum_j\ell_j=1$. The step uses past data alone, so it is not its own inverse under $h\to-h$, and the error may contain odd powers of $h$. A kink in $v_{\rm ext}$ inside a step breaks \eqref{omega} and can lower the global order to 2, so a step boundary should be placed at that time. With the boundary there, the sums $S_m$ apply to the jumps of $V^{(m)}$. A kink or a jump of the local $v_{\rm ext}$ leaves $V'$ continuous, $S_2=0$ removes the $h^3$ term, and order 4 survives without a new start. A later kick makes $V'$ jump and lowers the order to 2 unless the block start is repeated there. A change of $h$ invalidates the $\ell_j$, and the block start is one way to rebuild the history.

\section{Worked example}

The model is a one-dimensional atom with two electrons in one orbital, nuclear potential $-2/\sqrt{x^2+1}$ and interaction $w=1/\sqrt{(x-x')^2+1}$. Exact exchange cancels half of the Hartree potential, so $V_i=\sum_jw_{ij}|c_j|^2$, $w_{\max}=1$ and $L=2$~Ha. The grid has 51 points spaced by 0.4 bohr, a five-point Laplacian and hard walls, with $\|T\|=16.65$~Ha. The self-consistent orbital energy is $-0.750$~Ha ($-20.4$~eV). The orbital is kicked with $\kappa=0.3$~bohr$^{-1}$, driven by $0.05\sin(0.5t)\,x$ and propagated to $t=4$ (96.8~as), with exponentials by diagonalisation. Errors are 2-norms of the difference between the normalised final orbital and an eighth-order adaptive Runge--Kutta solution of the same nonlinear grid equations, which moves by $1.1\times10^{-11}$ when its tolerance is loosened tenfold. This reference removes the time-step error; it keeps the grid error and has no correlation.

\begin{center}
\begin{tabular}{cccc}
$h$ & error & order & $\langle x_1+x_2\rangle$ (bohr)\\
0.1 & $2.537\times10^{-6}$ & & 0.2973845\\
0.05 & $1.632\times10^{-7}$ & 3.96 & 0.2973858\\
0.025 & $1.038\times10^{-8}$ & 3.97 & 0.2973858\\
0.0125 & $6.554\times10^{-10}$ & 3.99 & 0.2973858
\end{tabular}
\end{center}
These runs use the cubic with two sweeps; the last order is $\log_2(1.038\times10^{-8}/6.554\times10^{-10})=\log_215.8$. The reference gives $2\sum_ix_i|c_i|^2=0.2973858$ bohr, so $h=0.1$ (2.42~as) is off by $1.3\times10^{-6}$ bohr. The digits compare integrators and are not a property of the continuum model: a spacing of 0.1 bohr in the same box gives 0.29726 bohr, a shift of $1.2\times10^{-4}$ that is about a hundred times the time-step error at $h=0.1$, and 81 points at 0.4 bohr give 0.297392 bohr. Fourth order is already seen at $h\|T\|=1.7$. At $h=0.0125$ the norm deviates from 1 by $10^{-15}$. In \eqref{gron}, $K=0.5774\times13.33\times2=15.4$~Ha makes the prefactor about $e^{60}$, so the bound establishes the order and says nothing useful about the size of the error.

With a four-sweep cubic start and $h=0.025,\ 0.0125$, degrees $q=0,1,2,3$ give orders 0.97, 1.99, 2.96 and 3.99, so $p=q+1$ is attained. The errors at $h=0.025$ are $7.2\times10^{-4}$, $1.3\times10^{-5}$, $2.5\times10^{-7}$ and $9.7\times10^{-9}$; the last is 7\% below the two-sweep value. Feeding \eqref{cfm} the potential of the reference solution at the nodes gives $3.2\times10^{-10}$ and $2.0\times10^{-11}$ at $h=0.05$ and $0.025$, order 4.00, the second value being about twice the shift of the reference under the looser tolerance. Extrapolation keeps the order but raises the error at $h=0.025$ about 500-fold. Per step the extrapolation contributes $0.348\,h^5V^{(4)}$, while the $a_4$ term of \eqref{defect}, with $a_4=-iH^{(4)}/24$, has size $h^5H^{(4)}/4320$; for the same fourth derivative the ratio is $0.348\times4320\approx1500$. The commutator terms of \eqref{defect} also contribute, so the factor 500 is a measured value for this example and is not derived here.

After one sweep the orbital at $t=3h$ converges with order 2.00 and the potential with order 3.00. For the frozen history, $V'_i=\sum_jw_{ij}\,2\,{\rm Re}(c_j^*\dot c_j)$ has a largest value of 0.0624~Ha per unit time, so at $h=0.025$ the phase is at most $0.025^2\times0.0624/12=3.3\times10^{-6}$. Propagating $\exp(ih^2V'/12)\psi_0$ with the reference method predicts final errors of $2.134\times10^{-6}$ and $5.335\times10^{-7}$ for $h=0.025$ and $0.0125$. The frozen-history runs give $2.124\times10^{-6}$ and $5.329\times10^{-7}$, order 1.99. Their distance from the predicted orbitals is $2.22\times10^{-8}$ and $1.39\times10^{-9}$, a ratio of 16, as the vanishing first moment requires. The one-sweep runs give $1.150\times10^{-4}$ and $2.878\times10^{-5}$, which are 54.1 and 54.0 times the frozen-history errors, against the derived 54. For a field $0.2\,x$ applied suddenly to the ground state, $\ddot c=-H^2c$ at $t=0^+$ gives $V''_i=\sum_jw_{ij}\,[2|Hc|_j^2-2c_j(H^2c)_j]$ with largest value 0.042~Ha per unit time squared. The frozen history then yields $7.0\times10^{-9}$ and $4.4\times10^{-10}$, order 4.00, where counting powers without $S_2=0$ would give 3.
